# Two real bands per complex FFT at the Gamma point

## The symmetry that fixes the formula

Complex conjugation splits any complex function \(f(\mathbf r)\) into a real part, which it leaves alone, and \(i\) times another real function, whose sign it reverses. Multiplication by a real potential \(V(\mathbf r)\) respects this split. Two real orbitals can therefore travel together as \(\psi_1+i\psi_2\), be multiplied by \(V\) in one pass, and be separated afterwards.

To separate them in reciprocal space, we need conjugation written there. If

\[
f(\mathbf r)=\sum_{\mathbf G}P(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},
\]

then, renaming \(\mathbf G\to-\mathbf G\) in the second step,

\[
f(\mathbf r)^*=\sum_{\mathbf G}P(\mathbf G)^*e^{-i\mathbf G\cdot\mathbf r}
=\sum_{\mathbf G}P(-\mathbf G)^*e^{i\mathbf G\cdot\mathbf r}.
\]

Conjugation in real space is thus the operation \(P(\mathbf G)\to P(-\mathbf G)^*\). Applied twice, it restores \(P\), so the parts that are even and odd under it are

\[
\tfrac12\left[P(\mathbf G)+P(-\mathbf G)^*\right],\qquad
\tfrac12\left[P(\mathbf G)-P(-\mathbf G)^*\right].
\]

The first is the transform of \(\mathrm{Re}f\), the second that of \(i\,\mathrm{Im}f\). With \(f=V(\psi_1+i\psi_2)\), they are the transforms of \(V\psi_1\) and \(iV\psi_2\). "Even" and "odd" refer here to reversal combined with conjugation, not to reversal alone.

## Setting and conventions

Hartree atomic units are used. The Hamiltonian is \(H=-\tfrac12\nabla^2+V(\mathbf r)\), with \(V\) real and periodic, at \(\mathbf k=0\). Orbitals are expanded in the plane waves with \(\tfrac12G^2\le E_{\rm cut}\):

\[
\psi(\mathbf r)=\sum_{\mathbf G}c(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad
\sum_{\mathbf G}|c(\mathbf G)|^2=1.
\]

The cell average of \(|\psi|^2\) is then 1, and \(c\) and \(\psi\) are dimensionless.

The orbitals may be chosen real. Conjugating \(H\psi=\varepsilon\psi\) gives \(H\psi^*=\varepsilon\psi^*\), because \(H\) and \(\varepsilon\) are real. Hence \(\mathrm{Re}\,\psi\) and \(\mathrm{Im}\,\psi\), where nonzero, are eigenfunctions with the same energy. In a degenerate level, the real and imaginary parts of a basis span the level. An independent subset of them can be orthogonalised with real coefficients, which keeps it real. The cutoff does not spoil the argument, since the sphere contains \(-\mathbf G\) whenever it contains \(\mathbf G\).

For real \(\psi\), equating the coefficients of \(\psi\) and \(\psi^*\) gives

\[
c(-\mathbf G)=c(\mathbf G)^*,\qquad c(0)\ \text{real}.
\]

It is enough to store \(\mathbf G=0\) and one member of each pair \((\mathbf G,-\mathbf G)\). This set is called the stored half.

At a general \(\mathbf k\ne0\), the kinetic term \(\tfrac12|\mathbf k+\mathbf G|^2\) changes under \(\mathbf G\to-\mathbf G\), and the argument for real periodic parts is lost. It is also lost at \(\mathbf k=0\) if the Hamiltonian is not real, as with spin–orbit coupling or a magnetic vector potential.

On a grid with \(N\) points per axis, write \(\mathbf n\) for the integer index of \(\mathbf G\) and \(\mathbf j\) for that of a grid point. The transforms are

\[
f_{\mathbf j}=\sum_{\mathbf n}P_{\mathbf n}e^{2\pi i\mathbf n\cdot\mathbf j/N},\qquad
P_{\mathbf n}=\frac1{N^3}\sum_{\mathbf j}f_{\mathbf j}e^{-2\pi i\mathbf n\cdot\mathbf j/N}.
\]

The whole factor \(1/N^3\) sits in the forward transform. Array indices are taken modulo \(N\), so the partner of \(\mathbf n\) is stored at \((-\mathbf n)\bmod N\).

## Packing and unpacking

The packed function \(\psi_1+i\psi_2\) has the coefficient \(F=c_1+ic_2\) at every point of the sphere. Expressed through the stored half, this reads

\[
F(\mathbf G)=c_1(\mathbf G)+ic_2(\mathbf G),\qquad
F(-\mathbf G)=c_1(\mathbf G)^*+ic_2(\mathbf G)^*.
\]

The second expression is not \(F(\mathbf G)^*=c_1^*-ic_2^*\): each orbital is conjugated, but the \(i\) that labels the second band is not. At \(\mathbf G=0\), both expressions give the same number because the coefficients there are real; the element is assigned, not accumulated.

An inverse FFT gives \(\psi_1+i\psi_2\) on the grid. Multiplication by \(V\) gives \(V\psi_1+iV\psi_2\). Let \(a_1\) and \(a_2\) be the forward transforms of \(V\psi_1\) and \(V\psi_2\). By linearity,

\[
P(\mathbf G)=a_1(\mathbf G)+ia_2(\mathbf G).
\]

Both products are real, so \(a_j(-\mathbf G)=a_j(\mathbf G)^*\), and

\[
P(-\mathbf G)^*=\left[a_1(\mathbf G)^*+ia_2(\mathbf G)^*\right]^*
=a_1(\mathbf G)-ia_2(\mathbf G).
\]

Adding the two lines removes \(a_2\); subtracting them removes \(a_1\):

\[
a_1(\mathbf G)=\frac{P(\mathbf G)+P(-\mathbf G)^*}{2},\qquad
a_2(\mathbf G)=\frac{P(\mathbf G)-P(-\mathbf G)^*}{2i}.
\]

If the conjugation is left out, the sum becomes

\[
\tfrac12[P(\mathbf G)+P(-\mathbf G)]
=\tfrac12[a_1+a_1^*+i(a_2+a_2^*)]
=\mathrm{Re}\,a_1+i\,\mathrm{Re}\,a_2,
\]

which mixes the bands.

For an odd number of bands, the last one is packed with \(\psi_2=0\). Then \(a_2=0\) and \(P(\mathbf G)=a_1(\mathbf G)\), so the result is read from the stored half without unpacking.

The kinetic term is diagonal and needs no FFT:

\[
(H\psi_j)(\mathbf G)=\tfrac12G^2c_j(\mathbf G)+a_j(\mathbf G).
\]

## Pseudocode

Here `half` lists the stored indices, and `plus` and `minus` are the array positions of \(\mathbf n\) and \(-\mathbf n\) modulo \(N\).

```
for each pair of bands (c1, c2):
    box = 0
    box[minus] = conj(c1) + i*conj(c2)
    box[plus]  = c1 + i*c2          # also sets G = 0
    f = inverse_fft(box)            # no scale factor
    f = V * f                       # V is a real array
    P = forward_fft(f)              # factor 1/N^3
    p = P[plus];  q = conj(P[minus])
    a1 = (p + q)/2
    a2 = (p - q)/(2i)

if one band c is left over:
    box = 0
    box[minus] = conj(c)
    box[plus]  = c
    a = forward_fft(V * inverse_fft(box))[plus]

add (G^2/2)*c to each result on half
```

Elements of the box outside the sphere must be zero. If the transforms are done in place, the box must be cleared for each pair, because the product fills grid elements outside the sphere.

## Grid size

Unpacking needs only that the grid values of \(V\psi_1\) and \(V\psi_2\) are real. It therefore holds, apart from rounding, on any grid that can hold the sphere. Whether those products have the right coefficients is a separate question. The intended result is the convolution

\[
(V\psi)(\mathbf G)=\sum_{\mathbf G'}V(\mathbf G-\mathbf G')c(\mathbf G'),
\]

with both \(\mathbf G\) and \(\mathbf G'\) in the sphere.

Let the sphere reach index \(m\) along each axis. Differences of sphere vectors reach \(2m\), so components of \(V\) whose index exceeds \(2m\) in magnitude along any axis do not enter the convolution and can be dropped. The product on the grid then has indices up to \(m+2m=3m\). An index \(3m\) is stored at \(3m-N\), which must lie below \(-m\) if it is not to contaminate the sphere:

\[
3m-N<-m\quad\Longrightarrow\quad N\ge4m+1.
\]

If \(V\) is instead sampled with components up to index \(M\), the same argument gives \(m+M-N<-m\), or \(N>2m+M\).

At \(N=4m\), the first wrapped terms enter. The component of \(V\) at index \((0,-2m,0)\) and the orbital coefficient at \((0,-m,0)\) produce index \((0,-3m,0)\), which the grid identifies with \((0,m,0)\). In general every sphere point \((x,-m,z)\) contributes a wrapped term \(V(-x,-2m,-z)\,c(x,-m,z)\) to this element. When \((0,-m,0)\) is the only sphere point with second index \(-m\), as in the example below (\(|\mathbf n|^2\le16\), \(m=4\)), a single term remains and the error is

\[
\Delta a(0,m,0)=V(0,-2m,0)\,c(0,-m,0).
\]

This error belongs to the grid: separate transforms of the two bands have it as well.

## Inner products on the stored half

For real orbitals \(a\) and \(b\), each pair \((\mathbf G,-\mathbf G)\) contributes

\[
a(\mathbf G)^*b(\mathbf G)+a(-\mathbf G)^*b(-\mathbf G)
=a^*b+ab^*=2\,\mathrm{Re}\,[a(\mathbf G)^*b(\mathbf G)].
\]

The element \(\mathbf G=0\) has no separate partner and counts once:

\[
\langle a|b\rangle=a(0)b(0)+2\,\mathrm{Re}\sum_{\mathbf G\in\text{half},\,\mathbf G\ne0}a(\mathbf G)^*b(\mathbf G).
\]

With \(b=V\psi_j\), this gives the matrix elements of \(V\), all of them real. Orthogonalisation and subspace rotations can then use real coefficients, as the storage requires. Multiplying the stored half by \(e^{i\theta}\) would give the partner element the implied value \(e^{-i\theta}c(\mathbf G)^*\), whereas multiplying the orbital itself by \(e^{i\theta}\) gives \(e^{i\theta}c(\mathbf G)^*\). The two agree only if \(e^{i\theta}\) is real.

## Worked example

The model is a cubic cell of side 8 bohr with a cutoff of 5 hartree. It contains two Gaussian wells of width 0.5 bohr, with depths 8 and 6 hartree, placed so that the potential has no inversion centre. Its coefficients \(V(\mathbf G)\) are then complex for any choice of origin, and a misplaced conjugation has visible consequences. The sphere has 257 plane waves, of which 129 are stored. It reaches \(m=4\). Components of \(V\) with \(|\mathbf n|>2m=8\) are dropped; this leaves the convolution unchanged, because two vectors of the sphere differ by at most 8 in length. At least 17 grid points per axis are then needed; 18 are used.

Take bands 1 and 2 at index \((1,0,0)\). Their coefficients are

\[
c_1=0.120138-0.127981i,\qquad c_2=-0.206505-0.065693i.
\]

Since \(ic_2=0.065693-0.206505i\) and \(ic_2^*=-0.065693-0.206505i\), packing gives

\[
F(\mathbf G)=0.185831-0.334486i,\qquad
F(-\mathbf G)=0.054446-0.078524i,
\]

where the last digit can differ by one from a sum of rounded inputs. After the two transforms, in hartree,

\[
P(\mathbf G)=-0.212006+0.334646i,\qquad
P(-\mathbf G)=-0.107300-0.005504i.
\]

Conjugating the second value changes the sign of its imaginary part. Half the sum is

\[
a_1=\frac{-0.319306+0.340150i}{2}=-0.159653+0.170075i.
\]

For the second band, \((x+iy)/(2i)=y/2-ix/2\), so

\[
a_2=\frac{-0.104706+0.329142i}{2i}=0.164571+0.052353i.
\]

The explicit convolution, which uses no FFT, gives the same printed digits for both. Without the conjugation, the half-sum would be \(-0.159653+0.164571i\): the real part of \(a_1\) together with the real part of \(a_2\), as derived above.

The eigenvalue equation can be checked at this same vector. Here \(G=2\pi/8\) bohr\(^{-1}\), so \(\tfrac12G^2=0.308425\) hartree, and

\[
\tfrac12G^2c_1+a_1=(0.037054-0.039473i)+(-0.159653+0.170075i)
=-0.122599+0.130602i.
\]

The energy of band 1 is \(\varepsilon_1=-1.020483\) hartree, and \(\varepsilon_1c_1=-0.122599+0.130602i\), in agreement.

The five lowest bands, treated as two pairs and one single band, are as follows.

| Band | Energy (hartree) | \(\langle V\rangle\) (hartree) |
|---|---:|---:|
| 1 | −1.0205 | −2.2618 |
| 2 | −0.4885 | −1.4543 |
| 3 | 0.0544 | −0.0631 |
| 4 | 0.2876 | −0.0373 |
| 5 | 0.2911 | −0.0318 |

These energies belong to this finite basis and are far from converged: raising the cutoff to 10 and 15 hartree lowers band 1 to about −1.42 and −1.53 hartree and band 2 to about −0.68 and −0.73 hartree. The digits shown serve only to follow the algorithm in the 5 hartree basis. Over all five bands, the largest component of \(H\psi-\varepsilon\psi\) is \(1.2\times10^{-15}\) hartree, with eigenvectors from a dense diagonalization and \(H\) applied by the packed routine.

## Cost

A pair needs one inverse and one forward transform, so \(N_b\) bands need

\[
2\lceil N_b/2\rceil
\]

complex FFTs instead of \(2N_b\). The ratio is \(1/2\) for even \(N_b\) and \((N_b+1)/(2N_b)\) for odd \(N_b\). The penalty for an odd count thus fades as \(1/N_b\), while a single band gains nothing from packing (a real-to-complex FFT is a separate way to exploit its reality). For five bands, the counted calls are 6 instead of 10.

Filling the box and unpacking take a number of operations proportional to the stored half. Clearing the box and multiplying by \(V\) each take one pass over the grid per pair. These are operation counts; the saving in running time also depends on memory traffic and on the rest of the calculation, and was not measured.

The idle slot of an odd count can hold any other real function that needs a real local multiplication. The two potentials may even differ, as for two spin channels: multiplying the real part by \(V_\uparrow\) and the imaginary part by \(V_\downarrow\) gives \(V_\uparrow\psi_1+iV_\downarrow\psi_2\), which the same formulas separate.

## Rounding when the norms differ

Packing adds numbers from different bands. Let \(\psi_1\) have norm 1 and \(\psi_2\) norm \(s\ll1\). The real part of \(F(\mathbf G)\) is \(\mathrm{Re}\,c_1-\mathrm{Im}\,c_2\), and storing it causes an error of order \(u|c_1|\), where \(u\approx10^{-16}\) is the rounding unit of double precision. The transforms add errors that are likewise set by the size of the packed array. Relative to the small band, the error is therefore of order

\[
\frac{u}{s}.
\]

For a pair of random bands, the errors of \(V\psi_2\), relative to its own norm on the stored half, are:

- \(s=1\): \(9\times10^{-16}\)
- \(s=10^{-5}\): \(1.8\times10^{-11}\)
- \(s=10^{-10}\): \(2.4\times10^{-6}\)

This can matter when the routine is applied to correction vectors in an iterative eigensolver, whose norms can differ widely: if the product for the small vector is afterwards divided by \(s\), its absolute error grows to order \(u/s\). The cure is to scale both vectors to similar norm before packing and to undo the scaling afterwards. In the case \(s=10^{-10}\), this brings the error back to \(8\times10^{-16}\).

## Failure modes

**Complex potential.** If the potential is \(V+iW\) with real \(W\), then

\[
(V+iW)(\psi_1+i\psi_2)=(V\psi_1-W\psi_2)+i(V\psi_2+W\psi_1).
\]

Unpacking returns the transforms of the two brackets, so each band receives a piece of the other. The desired products \((V+iW)\psi_j\) are not real functions, and the separation by conjugation no longer applies to them. A simple remedy is to do the forward transforms one band at a time and to keep their results on the full sphere, since they no longer satisfy \(a(-\mathbf G)=a(\mathbf G)^*\). Alternatively, \(V(\psi_1+i\psi_2)\) and \(W(\psi_1+i\psi_2)\) can each be transformed and unpacked as before; this also takes two forward transforms, and the transform of \((V+iW)\psi_j\) is that of \(V\psi_j\) plus \(i\) times that of \(W\psi_j\). For real input functions the inverse transform can still be shared: the real and imaginary parts of the packed grid array are \(\psi_1\) and \(\psi_2\), so a pair costs three transforms instead of four. The eigenfunctions of such a Hamiltonian are in general not real, however: for real \(\psi\), the imaginary part of \(H\psi=\varepsilon\psi\) reads \(W\psi=(\mathrm{Im}\,\varepsilon)\psi\), which requires \(W\) to be constant wherever \(\psi\ne0\).

**Imaginary part at \(\mathbf G=0\).** Suppose \(c_2(0)\) has acquired a spurious imaginary part \(\delta\). Then

\[
F(0)=c_1(0)+i[c_2(0)+i\delta]=[c_1(0)-\delta]+ic_2(0).
\]

This is the packing of \(\psi_1-\delta\) with the correct \(\psi_2\). The first output changes by \(-\delta V(\mathbf G)\), and the second is unaffected: the fault appears in the partner of the band that caused it. In the test, \(\delta=0.01\) gives a largest error of \(5.4\times10^{-4}\) hartree in \(V\psi_1\). By the same algebra, an imaginary part \(\delta\) in \(c_1(0)\) changes the second output by \(+\delta V(\mathbf G)\). Setting \(\mathrm{Im}\,c(0)=0\) before packing removes both errors.

**Grid too small.** For random normalised bands in the model potential, the largest coefficient error relative to the convolution is \(3.9\times10^{-5}\) hartree at \(N=16\). At \(N=17\) and \(N=18\), it is at the level of rounding, a few times \(10^{-17}\) hartree. This relies on dropping the components of \(V\) beyond \(2m\); sampling the Gaussian wells directly on these grids would bring in higher components and, with them, an aliasing error. On all three grids, packed and separate transforms agree to about \(10^{-17}\) hartree. Comparing packed with separate transforms therefore checks the packing but cannot reveal aliasing; a direct convolution checks both. To save time it can be done for a small sphere, with \(m\) now denoting the largest index of that sphere. Both steps of the rule must then be repeated: drop the components of \(V\) beyond the new \(2m\), and reduce the grid to match. A small sphere on the old grid can escape the wrapped terms, while the old components of \(V\) on a reduced grid can cause new ones. The numerical check makes both comparisons and also confirms the wrapped term derived for \(N=4m\).

## Calculated quantities

```
cell side: 8.0 bohr; cutoff: 5.0 hartree
well 1: depth 8.0 hartree, width 0.5 bohr, centre (1.0, 2.0, 3.0) bohr
well 2: depth 6.0 hartree, width 0.5 bohr, centre (3.5, 4.0, 4.0) bohr
largest sphere index m: 4; FFT points per axis: 18
plane waves, full sphere: 257; stored half: 129
FFT calls for 1 to 6 bands, packed: [2, 2, 4, 4, 6, 6]
FFT calls for 5 bands: packed 6, separate 10
band 1: energy -1.020483 hartree, <V> -2.261766 hartree
band 2: energy -0.488510 hartree, <V> -1.454317 hartree
band 3: energy +0.054362 hartree, <V> -0.063140 hartree
band 4: energy +0.287597 hartree, <V> -0.037314 hartree
band 5: energy +0.291131 hartree, <V> -0.031834 hartree
largest component of H psi - energy psi: 1.2e-15 hartree
bands 1 and 2 at G index (1,0,0):
c1(G): +0.120138 -0.127981i (dimensionless)
c2(G): -0.206505 -0.065693i (dimensionless)
F(G): +0.185831 -0.334486i (dimensionless)
F(-G): +0.054446 -0.078524i (dimensionless)
P(G): -0.212006 +0.334646i hartree
P(-G): -0.107300 -0.005504i hartree
(V psi1)(G) unpacked: -0.159653 +0.170075i hartree
(V psi1)(G) convolution: -0.159653 +0.170075i hartree
(V psi2)(G) unpacked: +0.164571 +0.052353i hartree
(V psi2)(G) convolution: +0.164571 +0.052353i hartree
random normalised bands, largest coefficient errors:
N = 16: packed vs convolution 3.9e-05 hartree, packed vs separate 1.0e-17 hartree
N = 17: packed vs convolution 1.8e-17 hartree, packed vs separate 1.1e-17 hartree
N = 18: packed vs convolution 2.5e-17 hartree, packed vs separate 1.1e-17 hartree
imaginary part put into c2(0): 0.01 (dimensionless)
largest resulting error in V psi1: 5.38e-04 hartree
norm ratio 1e+00: relative error of small band 8.9e-16
norm ratio 1e-05: relative error of small band 1.8e-11
norm ratio 1e-10: relative error of small band 2.4e-06
norm ratio 1e-10, rescaled before packing: 7.9e-16
```
